Mean-field adsorption in voxel pores: filling, emptying and hysteresis

**What dimensions and symmetry fix**

Divide a pore space into cubic cells, each holding at most one molecule. Let ε be the attraction between molecules in neighbouring cells, Wε the attraction of a molecule to one neighbouring solid cell, μ the chemical potential and kT the thermal energy. A mean occupation ρ is a pure number, so it can depend on the energies only through their ratios:

ρ_i = function of (μ/ε, kT/ε, W, pore geometry).

A second constraint comes from exchanging molecules and holes. In bulk fluid every cell has six neighbours. If occupations are treated as independent, the grand potential per cell is

ω(ρ, μ) = kT s(ρ) − 3ερ² − μρ, s(ρ) = ρ ln ρ + (1−ρ) ln(1−ρ).

The factor 3 is half of six, since each bond is shared by two cells. Replace ρ by 1−ρ. The function s is unchanged, and expanding the rest gives

ω(1−ρ, μ) = kT s(ρ) − 3ερ² + (6ε+μ)ρ − (3ε+μ).

At μ = −3ε the last bracket vanishes and the linear term becomes +3ερ, as in ω(ρ, −3ε). Vapour of density ρ and liquid of density 1−ρ then have equal ω. Saturation is therefore at μ₀ = −3ε, and the useful variable is Δ = μ − μ₀.

**Two cells by hand**

Take a closed pore of two adjacent cells. Each has five solid neighbours and one fluid neighbour. With H = μ + 5Wε, the mean energy gained by occupying cell 1 is H + ερ₂, so in mean field

ρ₁ = g(ρ₂), ρ₂ = g(ρ₁), g(ρ) = 1/(1 + exp[−(H+ερ)/kT]).

Since g increases, both densities must be equal. If g(ρ₁) > ρ₁, then g(g(ρ₁)) > g(ρ₁) > ρ₁, which contradicts g(g(ρ₁)) = ρ₁; the opposite inequality fails likewise. Solving ρ = g(ρ) for H gives

H = kT ln[ρ/(1−ρ)] − ερ.

The turning points of this curve satisfy

dH/dρ = kT/[ρ(1−ρ)] − ε = 0, or ρ(1−ρ) = kT/ε.

Because ρ(1−ρ) ≤ 1/4, they exist only for kT < ε/4. Choose kT = 3ε/16. Then ρ = 1/4 or 3/4, and with (3/16) ln 3 = 0.206,

filling limit: H = −0.206ε − 0.250ε = −0.456ε,
emptying limit: H = +0.206ε − 0.750ε = −0.544ε.

Between these limits there are three solutions. At the centre, H = −ε/2, repeated substitution from ρ = 0 gives 0.065, 0.089, 0.101, 0.106, and so on towards 0.112. Starting from 1 gives the mirror sequence towards 0.888. The third solution, 1/2, is unstable: there the slope of g is (ε/kT)/4 = 4/3, so a small deviation grows.

A rising chemical potential thus follows the dilute solution to H = −0.456ε and then jumps. A falling one follows the dense solution to H = −0.544ε. This loop is produced by the mean-field approximation. The exact two-cell pore has the partition sum

Ξ = 1 + 2z + z² exp(ε/kT), z = exp(H/kT),

and its mean occupation is a smooth, single-valued function of H. In so small a pore the mean-field branches are not long-lived states; they only show in the simplest case how the equations produce a loop. Whether such a state lasts in a larger pore depends on a barrier, which is estimated at the end.

The same pore shows a numerical hazard. Start at H = −ε/2 with (ρ₁, ρ₂) = (0.112, 0.888) and update both cells at once. Each takes the value belonging to the other, giving (0.888, 0.112), and the pair swaps for ever. Neither arrangement is a solution. Starts with both cells empty or both full cannot do this.

**The functional for any voxel network**

Let A_ij = 1 for neighbouring pore cells and 0 otherwise. Cell i has s_i solid neighbours and g_i gas neighbours. Gas cells sit at pore mouths and are held at the bulk vapour density ρ_v(μ). The solid is rigid. For occupations n_i = 0 or 1, the energy including the chemical potential is

E(n) = −(ε/2) Σ_ij A_ij n_i n_j − Σ_i b_i n_i, b_i = μ + Wε s_i + ε g_i ρ_v.

Give the cells independent occupation probabilities ρ_i. Then the mean of n_i n_j for different cells is ρ_i ρ_j, and adding −T times the entropy gives

Ω[ρ] = kT Σ s(ρ_i) − (ε/2) Σ_ij A_ij ρ_i ρ_j − Σ b_i ρ_i.

This is an upper bound to the exact grand potential Ω_ex of the same lattice. For any trial distribution P and the equilibrium one P_eq = exp[(Ω_ex−E)/kT],

Σ P (E + kT ln P) = Ω_ex + kT Σ P ln(P/P_eq) ≥ Ω_ex.

The last sum is non-negative because −ln x ≥ 1−x with x = P_eq/P. For a 2×2×3-cell pore open at one end, with W = 1, kT/ε = 0.758 and Δ = −0.7ε, summing all 4096 occupations gives Ω_ex = −5.01ε. The mean-field solution reached from the empty pore gives −4.68ε.

Since s′(ρ) = ln[ρ/(1−ρ)], setting the derivative of Ω to zero yields

ρ_i = F_i(ρ) = 1/(1 + exp[−h_i/kT]), h_i = b_i + ε Σ_j A_ij ρ_j.

The two halves of the double sum supply equal terms, which removes the factor 1/2. The field h_i also shows what W means: a solid neighbour acts like a fluid neighbour of density W. At W = 1 the wall attracts as strongly as completely filled fluid.

Bulk vapour obeys the same equation with six equal neighbours. Its pressure is p = −ω/a³, where a is the cell edge. Inserting μ = kT ln[ρ_v/(1−ρ_v)] − 6ερ_v into ω cancels the terms in ρ_v ln ρ_v and leaves

p a³ = −kT ln(1−ρ_v) − 3ερ_v².

Dividing by the value at Δ = 0 converts μ into the relative pressure x = p/p₀.

**Why continuation selects definite branches**

Write u ≤ v when the inequality holds in every cell. Attraction makes h_i rise with every neighbouring density, so u ≤ v implies F(u) ≤ F(v). F also rises with μ, provided ρ_v is taken on the vapour branch up to saturation.

Start from the empty state. Since F(0) ≥ 0, applying F repeatedly gives a rising sequence, bounded by 1, which converges to a solution m. Any other solution v satisfies 0 ≤ v, hence F(0) ≤ F(v) = v, and so on for every iterate. Therefore m ≤ v, and m is the least solution.

Now raise μ from μ₁ to μ₂, starting from the old least solution m₁. Then

F_μ₂(m₁) ≥ F_μ₁(m₁) = m₁,

so the iteration climbs. The new least solution m₂ lies above m₁, because the iterates from zero are larger at μ₂. The climb cannot pass m₂, and must end at a solution, so it ends at m₂. The filling curve is the least solution at each μ, whatever the step size. Reversing all inequalities shows that lowering μ from the full state follows the greatest solution. Every other solution lies between the two.

The argument extends to a sweep reversed part-way. On lowering μ from a solution u, the iteration falls to the greatest solution v that lies below u at the target. If an intermediate μ is visited first, v ≤ F(v) still holds there, so the falling iterates cannot pass below v. One step and many steps agree.

**Where a branch jumps**

Differentiating F gives the matrix D εA/kT, with D_i = ρ_i(1−ρ_i) on the diagonal. It has the same eigenvalues as the symmetric matrix

M = D^½ εA D^½ / kT.

Call the largest eigenvalue λ the gain. The second derivative of Ω is kT D^(−½)(1−M)D^(−½), so λ < 1 means a local minimum of Ω.

On a connected network the eigenvector v of D εA/kT belonging to λ is positive everywhere. Suppose λ > 1 at the least solution m. For small t > 0,

F(m−tv) = m − tλv + O(t²) < m − tv,

and iteration from m−tv would descend to a solution below m, which does not exist. The least solution therefore has λ ≤ 1, and the mirror argument covers the greatest. While λ < 1, the equations can be solved for a nearby state at slightly changed μ, and the branch is continuous. A jump requires λ = 1. In the two-cell pore λ = ερ(1−ρ)/kT, which recovers the turning points found above.

To pass a turning point, treat μ as unknown too. With y = (ρ, μ), a point y₀ on the curve and its unit tangent τ, solve by Newton's method

ρ − F_μ(ρ) = 0, τ·(y−y₀) = δ,

where δ is a small step along the curve. Beyond the turn lies an unstable state. Its height in Ω above the metastable state is a mean-field barrier as long as M has only one eigenvalue above 1 there; further along the curve more eigenvalues can cross 1, and a lower saddle then exists.

**The algorithm, and arbitrary starts**

1. Label the voxels, discard pores without a path to the gas, and count neighbours.
2. At the lowest μ start from ρ = 0 and apply F until the change is negligible. Raise μ and restart from the last result.
3. At saturation start from ρ = 1 and do the same while lowering μ.
4. For a scanning curve, reverse the sweep from a stored solution.

For an unordered start, such as random densities, the two-cell swap can reappear, because a cubic lattice splits into two colours that update each other. Moving half-way, from ρ to ρ + d/2 with d = F(ρ)−ρ, cures it under a condition on temperature. Define at the current ρ

G(y) = kT Σ s(y_i) − Σ h_i y_i.

Then, for any displacement δρ,

Ω(ρ+δρ) − Ω(ρ) = G(ρ+δρ) − G(ρ) − (ε/2) δρ·Aδρ.

G is lowest at F(ρ), and since s″ = 1/[ρ(1−ρ)] ≥ 4 its curvature is at least 4kT. Hence G(F) ≤ G(ρ) − 2kT|d|². At the midpoint G lies below the average of its end values by at least kT|d|²/2. Together,

G(ρ+d/2) − G(ρ) ≤ −kT|d|² − kT|d|²/2 = −(3/2)kT|d|².

No eigenvalue of A is below −6, because no cell has more than six neighbours. The remaining term is then at most (ε/8)·6|d|² = (3/4)ε|d|², and

Ω(ρ) − Ω(ρ+d/2) ≥ [(3/2)kT − (3/4)ε] |d|².

For kT > ε/2 every half-step lowers Ω, and since Ω is bounded below, d tends to zero. The limit need not be a minimum: a perfectly balanced start can land on an unstable solution.

**A porous film in toluene vapour**

Ellipsometric porosimetry follows the filling of a porous low-k film through its refractive index. For toluene at 298 K take the rough values a = 0.56 nm and critical temperature 590 K. Bulk fluid has gain 6ερ(1−ρ)/kT, which can reach 1 only if kT ≤ 3ε/2, so the mean-field critical point is kT_c = 3ε/2. Matching it gives

ε = k(590 K)/1.5 = 33.9 meV, kT/ε = 1.5 × 298/590 = 0.758.

The wall strength is chosen as W = 1. The film is a block of 16×16×16 cells, 9.0 nm on a side, periodic sideways, with solid below and gas above. Spherical voids with radii of 2.0 to 3.5 cells are placed at random, overlaps allowed, until their volume fraction exceeds 0.40. The result has porosity 0.41 and 1662 pore cells, all connected to the gas. Sweeping Δ between −2ε and 0 in steps of 0.025ε gives these mean densities:

x = 0.29: filling 0.12, emptying 0.13
x = 0.33: filling 0.14, emptying 0.87
x = 0.43: filling 0.27, emptying 0.92
x = 0.57: filling 0.50, emptying 0.95
x = 0.66: filling 0.96, emptying 0.96

Filling begins as a gradual rise interrupted by smaller steps. Its largest step, from density 0.56 to 0.96, occurs between x = 0.61 and 0.63. The largest emptying step, from 0.86 to 0.16, lies between 0.32 and 0.31. The film is half full at x = 0.57 on filling and 0.32 on emptying. With a rough saturation pressure of 28 Torr these are 16 and 9 Torr.

A sweep reversed at x = 0.52, where the density is 0.46, reaches 0.37 at x = 0.41. The filling and emptying branches there have 0.22 and 0.91. The density therefore depends on the pressure history.

Two further random films made by the same recipe are half full at x = 0.62 and 0.57 on filling, but at 0.47 and 0.52 on emptying. The emptying pressure of the first film is thus a property of that small sample, not of the recipe.

**What the emptying pressure measures**

To isolate the effect of a constriction, keep a cubic cavity of 6×6×6 cells (3.4 nm) and a square neck three cells long, and vary only the neck width. Bisection in μ finds where the mean density in the cavity crosses 1/2 on each extreme branch:

neck 0.56 nm: filling x = 0.60, emptying 0.31
neck 1.12 nm: filling 0.60, emptying 0.31
neck 1.68 nm: filling 0.61, emptying 0.41
neck 2.24 nm: filling 0.61, emptying 0.51
neck 3.36 nm: filling 0.65, emptying 0.63

The direction of the trend follows from the ordering argument. Each wider neck contains the narrower one, so widening replaces solid neighbours, which act as density 1, by fluid of lower density. All fields fall, both extreme solutions fall, and both thresholds can only move up in pressure.

The limit of no neck is a closed cavity with μ still imposed. It fills at x = 0.60 and empties at 0.31. The two narrowest necks reproduce this value: the liquid in the cavity becomes unstable by itself, which is cavitation, and the pressure says nothing about the neck width. For the wider necks the emptying pressure follows the neck. In this model, with this cavity and W = 1, reading a neck width from emptying requires a pressure clearly above the cavitation limit. It also requires the neck length: above the cavitation limit a shorter neck of the same width empties at a higher pressure. The 1.68 nm neck empties at 0.46, 0.41 and 0.40 for lengths of one, three and eight cells. The first film empties close to that limit, which suggests cavitation there too, but this is a conjecture, since its voids have other shapes.

**Barriers and the real film**

For the closed cavity, bisection puts the emptying jump at Δ = −0.8418ε, and continuation along the curve finds the turning point at the same value. Beyond it lies a critical bubble. At x = 0.36 it stands 1.0 kT above the liquid state. Released slightly towards higher density it returns to the liquid, and towards lower density it empties the cavity.

With no gas contact, dΩ/dμ = −Σρ_i along a smooth branch, because the implicit change of ρ does not contribute at a stationary point. The liquid branch therefore gains on the dilute one as μ rises, and they have equal Ω at x = 0.53. There the followed, centred bubble stands about 9 kT above the liquid. It has four unstable directions by then, but a saddle with a single unstable direction lies only about 0.1 kT lower. With a rough attempt rate of 10¹² per second and 10 s at each pressure, a barrier must be near ln(10¹³) = 30 kT to hold the liquid. By this estimate the model cavity would lose its metastable liquid near x = 0.53 instead of at 0.31. Both 0.53 and 9 kT are mean-field values. Monte Carlo sampling of the same lattice cavity, which includes fluctuations, gives the same density from full and empty starts, about 0.34 at x = 0.53 and about 0.7 at x = 0.57, with no loop.

The real case is less certain, because the model liquid has too weak a surface. Relaxing a slab that is half liquid and half vapour, and halving its excess Ω per area for the two interfaces, gives 7.0 mN/m, against roughly 28 mN/m for toluene. A stronger surface raises this barrier faster than in proportion to the surface tension γ: lowering kT/ε from 0.758 to 0.6 raises γa²/kT from 0.53 to 0.77 and the mean-field barrier from about 9 to about 18 kT, while toluene has γa²/kT ≈ 2.1. Whether it reaches the required 30 kT, and so whether this hysteresis survives, is left undecided. A stronger surface also lowers the condensation pressure. The Kelvin equation with toluene's surface tension and molar volume gives x from 0.11 to 0.30 for spherical menisci of radius 1.1 to 2.0 nm, well below the model's 0.57. The model's filling jump cannot simply be rescaled to this: doubling γa²/kT by lowering kT/ε to 0.45 moves the closed cavity's filling only from 0.60 to 0.53. The model's pressures should therefore not be used to assign absolute pore sizes.

The saturation pressure is further off: p₀a³ = 0.0156ε gives 3600 Torr, against roughly 28 Torr. Only relative pressures were carried over for this reason. The porosity of 0.41, the spherical voids up to 3.9 nm across and the thickness of 9 nm define a small example and were not fitted to a measured film. Real organosilicate can also swell, and toluene is not a cube. The rigid lattice contains neither effect, and their size has not been estimated here.

Numbers in the example were calculated in double precision.
